# Screening by a polarizable sheet in vacuum: the Rytova-Keldysh potential

## Theorem

An infinite, homogeneous sheet of zero thickness lies in the plane $z=0$, with vacuum on both sides. Its response is static, linear, local and isotropic in the plane:

$$\mathbf P=\alpha\,\mathbf E_\parallel ,\qquad \alpha>0 .$$

Here $\mathbf P$ is the dipole moment per unit area and $\mathbf E_\parallel$ is the total in-plane field, including the field of the sheet itself. In Gaussian units $\alpha$ is a length. A point charge $Q$ sits in the sheet at the origin. With the transform $\phi(q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\phi(r)$ and the screening length $r_0=2\pi\alpha$, the potential in the plane is

$$\boxed{\phi(q)=\frac{2\pi Q}{q\,(1+2\pi\alpha q)}}\qquad(1)$$

and, in real space,

$$\phi(r)=\frac{Q}{r_0}F\!\left(\frac r{r_0}\right),\qquad F(x)=\frac{\pi}{2}\left[H_0(x)-Y_0(x)\right].\qquad(2)$$

$H_0$ is the Struve function and $Y_0$ the Bessel function of the second kind. Equation (2) is the Rytova-Keldysh potential in the limit of a strict sheet. Its two limits are

$$F(x)=\ln\frac2x-\gamma+x+O(x^2\ln x)\quad(x\to0),\qquad F(x)\sim\frac1x-\frac1{x^3}+\frac9{x^5}\quad(x\to\infty),\qquad(3)$$

where $\gamma$ is Euler's constant.

**Remark on the normal response.** A polarizability along $z$ would not change the result, as long as the sheet is stable against polarizing along $z$ by itself. The charge and the sheet are unchanged by the reflection $z\to-z$, whereas a normal dipole density changes sign under it. In a stable sheet the response to the charge is unique, so the induced normal dipole density must vanish. A normal dipole density of wave number $q$ produces the field $E_z=2\pi qP_z$ just outside the layer; inside a thin layer of thickness $d$ the depolarizing field $-4\pi P_z/d$, of opposite sign, is added. If the normal polarizability $\beta(q)$ is defined against the field just outside, stability reads $2\pi q\beta(q)<1$. A constant $\beta>0$ would break this at $q>1/(2\pi\beta)$. For a slab $\beta=d(1-1/\varepsilon_\perp)/(4\pi)$ at small $q$, so this would mean $qd>2$, where the zero-thickness picture no longer applies; the slab itself remains stable. At finite thickness the normal response does enter the in-plane potential: it lengthens the slope $\ell$ found below by $2\pi\beta$. The argument also needs the charge to lie in the sheet and the surroundings to be the same on both sides.

## Lemma 1: the screened potential in Fourier space

*Proof.* A polarization that varies in the plane carries the charge density

$$\sigma_{\rm ind}=-\nabla_\parallel\cdot\mathbf P=-\alpha\nabla_\parallel\cdot\mathbf E_\parallel=\alpha\nabla_\parallel^2\phi ,$$

because $\mathbf E_\parallel=-\nabla_\parallel\phi$. Its transform is $-\alpha q^2\phi(q)$. The transform of the point charge is $Q$, so the total sheet charge is

$$\sigma(q)=Q-\alpha q^2\phi(q).\qquad(4)$$

Off the plane the potential obeys Laplace's equation, $(\partial_z^2-q^2)\phi(q,z)=0$. The solution that decays on both sides and is continuous at $z=0$ is $\phi(q,z)=\phi(q)e^{-q|z|}$. Hence $E_z=-\partial_z\phi$ equals $+q\phi(q)$ just above the sheet and $-q\phi(q)$ just below it. Gauss's law sets the jump of $E_z$ equal to $4\pi\sigma$:

$$2q\,\phi(q)=4\pi\left[Q-\alpha q^2\phi(q)\right].$$

Dividing by 2 and collecting the terms in $\phi(q)$ gives $(q+2\pi\alpha q^2)\phi(q)=2\pi Q$, which is (1). $\square$

Without the sheet the result is $2\pi Q/q$, the planar transform of $Q/r$. The ratio of bare to screened potential is

$$\varepsilon(q)=1+r_0q .$$

A sheet therefore has no single dielectric constant. It leaves long waves unscreened because the induced charge carries two in-plane derivatives, while the potential of a given sheet charge grows only as $1/q$. One power of $q$ survives.

## Lemma 2: an image line in real space

For $r>0$,

$$\phi(r,z)=Q\int_0^\infty\frac{e^{-s}\,ds}{\sqrt{r^2+(|z|+r_0s)^2}} .\qquad(5)$$

*Proof.* The angular part of the inverse transform gives $2\pi J_0(qr)$, so that

$$\phi(r,z)=\frac1{(2\pi)^2}\int_0^\infty q\,dq\;2\pi J_0(qr)\,\frac{2\pi Q\,e^{-q|z|}}{q(1+r_0q)}=Q\int_0^\infty\frac{J_0(qr)e^{-q|z|}}{1+r_0q}\,dq .$$

Write $1/(1+r_0q)=\int_0^\infty e^{-s(1+r_0q)}ds$. For $|z|>0$ the double integral converges absolutely and the order may be exchanged. The integral over $q$ then has the form $\int_0^\infty J_0(qr)e^{-qa}dq$ with $a=|z|+r_0s$. Inserting $J_0(qr)=\pi^{-1}\int_0^\pi e^{iqr\cos\theta}d\theta$ gives

$$\int_0^\infty J_0(qr)e^{-qa}dq=\frac1\pi\int_0^\pi\frac{d\theta}{a-ir\cos\theta}=\frac1\pi\int_0^\pi\frac{a\,d\theta}{a^2+r^2\cos^2\theta}.$$

The imaginary part has dropped out because it is odd under $\theta\to\pi-\theta$. With $u=\tan\theta$ the last expression becomes

$$\frac a\pi\int_{-\infty}^{\infty}\frac{du}{a^2u^2+a^2+r^2}=\frac1{\sqrt{a^2+r^2}} .$$

This proves (5) off the plane. The limit $z\to0$ at fixed $r>0$ gives the potential in the plane. $\square$

Seen from above, the sheet and the charge act like a line of charge running down from the origin, with density $(Q/r_0)e^{-|z'|/r_0}$ and total charge $Q$. From far away the line looks like the point charge $Q$. Close to its upper end it produces a logarithm.

## Lemma 3: the closed form

*Proof.* Setting $z=0$ and $x=r/r_0$ in (5) gives $\phi=(Q/r_0)F(x)$ with

$$F(x)=\int_0^\infty\frac{e^{-s}ds}{\sqrt{x^2+s^2}}=\int_0^\infty e^{-x\sinh u}\,du ,\qquad(6)$$

where $s=x\sinh u$, so that $ds=x\cosh u\,du$ cancels the root $x\cosh u$.

*Differential equation.* Differentiation under the integral gives

$$F'=-\int_0^\infty\sinh u\,e^{-x\sinh u}du,\qquad F''+F=\int_0^\infty(\sinh^2u+1)e^{-x\sinh u}du\equiv I ,$$

with $I=\int_0^\infty\cosh^2u\,e^{-x\sinh u}du$. Next integrate the identity

$$\frac{d}{du}\left(\cosh u\,e^{-x\sinh u}\right)=\left(\sinh u-x\cosh^2u\right)e^{-x\sinh u}$$

from $0$ to $\infty$. The left side gives $0-1$ and the right side gives $-F'-xI$. Thus $I=(1-F')/x$, and

$$F''+\frac{F'}x+F=\frac1x .\qquad(7)$$

*A particular solution.* The Struve function is

$$H_0(x)=\frac2\pi\left(x-\frac{x^3}{1^2 3^2}+\frac{x^5}{1^2 3^2 5^2}-\dots\right).$$

The operator $d^2/dx^2+x^{-1}d/dx$ turns $x^m$ into $m^2x^{m-2}$. Applied to each term after the first, it cancels the preceding term of the series, and the first term leaves $2/(\pi x)$. So $(\pi/2)H_0$ solves (7). The homogeneous equation is Bessel's equation of order zero, hence

$$F=\frac\pi2H_0+aJ_0+bY_0 .$$

*The constants.* They follow from the behaviour at small $x$. Integrating the first form of (6) by parts, with vanishing boundary terms, gives $F=\int_0^\infty e^{-s}\,\mathrm{arsinh}(s/x)\,ds$. Now

$$\mathrm{arsinh}\frac sx-\ln\frac{2s}x=\ln\frac{s+\sqrt{s^2+x^2}}{2s},$$

which lies between $0$ and $\ln[1+x/(2s)]$, since $\sqrt{s^2+x^2}\le s+x$. The weighted integral of this bound tends to zero with $x$. Using $\int_0^\infty e^{-s}\ln s\,ds=-\gamma$,

$$F(x)\to\ln\frac2x-\gamma\qquad(x\to0).$$

In the same limit $H_0\to0$, $J_0\to1$ and $Y_0\to(2/\pi)[\ln(x/2)+\gamma]$. The coefficient of $\ln x$ requires $2b/\pi=-1$, or $b=-\pi/2$. The $Y_0$ term then already supplies the constant $\ln2-\gamma$, so $a=0$. This is (2). $\square$

## Proof of the limits

For small $x$, $(\pi/2)H_0=x+O(x^3)$. The corrections to $Y_0$ are of order $x^2\ln x$. This gives the first part of (3).

For large $x$, expand the root in (6):

$$\frac1{\sqrt{x^2+s^2}}=\frac1x-\frac{s^2}{2x^3}+\frac{3s^4}{8x^5}-\dots$$

The moments $\int_0^\infty e^{-s}s^2ds=2$ and $\int_0^\infty e^{-s}s^4ds=24$ give the coefficients $-1$ and $9$. The binomial series diverges for $s>x$, but the truncated expansion remains valid: for $w\ge0$ the Taylor remainder of $(1+w)^{-1/2}$ is no larger than the first omitted term. That term integrates to $-225/x^7$. The series in $1/x$ is therefore asymptotic, with an error bounded in this way. $\square$

Since $\sqrt{x^2+s^2}>x$ for $s>0$, equation (6) also gives $F(x)<1/x$. The sheet weakens the potential at every distance. The relative reduction falls off as $(r_0/r)^2$ at large $r$, so the Coulomb tail keeps its full strength $Q$.

## Corollary: where the charge goes

Insert (1) into (4):

$$\sigma(q)=\frac{Q}{1+r_0q}=\frac{Q}{r_0}\left[\frac1q-\frac1{q(1+r_0q)}\right].$$

The two terms are, up to the factor $2\pi$, the transforms of the bare and the screened potentials. Therefore

$$\sigma(r)=\frac1{2\pi r_0}\left[\frac Qr-\phi(r)\right].\qquad(8)$$

This is the total density, external point charge included, and it contains no delta function. The sheet has induced a point charge $-Q$ on top of $Q$ and spread an equal charge $+Q$ around it. For $Q>0$ the spread density is positive, because $F<1/x$. Its integral is $\sigma(q\to0)=Q$.

The charge inside a circle of radius $R$ follows from the flux of $\mathbf P$ through its edge:

$$Q_{\rm in}(R)=Q-2\pi R\,\alpha E_r(R)=Q+r_0R\,\phi'(R)=Q\left[1+xF'(x)\right],\quad x=\frac R{r_0}.\qquad(9)$$

For $x\ll1$, $F'\approx-1/x+1$ and $Q_{\rm in}\approx Qx$. For $x\gg1$, $Q_{\rm in}\approx Q(1-1/x)$. The approach to the full charge is slow, although the potential approaches $Q/r$ faster.

Equation (8) allows a check in real space without a Fourier transform. The Coulomb potential of the smooth density $\alpha\nabla_\parallel^2\phi$ at $r>0$, summed ring by ring, must return $\phi$. At $x=0.3$, $1$ and $3$ it does so to within $1.2\times10^{-7}$ in units of $Q/r_0$.

## Proposition: the sheet as the limit of a slab

A slab of thickness $d$ has dielectric constant $\varepsilon_\parallel$ in the plane and $\varepsilon_\perp$ along the normal. The charge is at mid-plane. Define

$$n=\sqrt{\varepsilon_\parallel\varepsilon_\perp},\qquad t=\tanh s,\qquad s=\frac{qd}2\sqrt{\frac{\varepsilon_\parallel}{\varepsilon_\perp}} .$$

Then the potential at mid-plane is

$$\phi(q)=\frac{2\pi Q}q\;\frac{n+t}{n(1+nt)} .\qquad(10)$$

*Proof.* Inside the slab,

$$\varepsilon_\perp\partial_z^2\phi-\varepsilon_\parallel q^2\phi=-4\pi Q\,\delta(z).$$

The even solution is $A\cosh\kappa z+B\sinh\kappa|z|$ with $\kappa=q\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$. The jump of slope at $z=0$ gives $2\varepsilon_\perp\kappa B=-4\pi Q$. Since $\varepsilon_\perp\kappa=nq$, this is $B=-2\pi Q/(nq)$. Outside, $\phi$ decays as $e^{-q|z|}$. Continuity of $\phi$ and of $\varepsilon\,\partial_z\phi$ at $z=d/2$ requires

$$nq\,(A\sinh s+B\cosh s)=-q\,(A\cosh s+B\sinh s).$$

Dividing by $q\cosh s$ gives $A(1+nt)=-B(n+t)$. The mid-plane potential is $A$, which proves (10). $\square$

The slab has dipole moment $(\varepsilon_\parallel-1)E_\parallel d/(4\pi)$ per area, so the matching sheet has

$$\alpha=\frac{(\varepsilon_\parallel-1)d}{4\pi},\qquad r_0=\frac{(\varepsilon_\parallel-1)d}2 .$$

Let $d\to0$ at fixed $r_0$, $q$ and $\varepsilon_\perp$. Then $\varepsilon_\parallel=1+2r_0/d$ grows, $s^2$ is of order $d$, and $t=s[1+O(d)]$. The products in (10) become

$$ns=\frac{\varepsilon_\parallel qd}2=q\left(r_0+\frac d2\right),\qquad \frac sn=\frac{qd}{2\varepsilon_\perp}.$$

Hence $(1+t/n)/(1+nt)\to1/(1+r_0q)$, with an error of order $d$. For $r_0=4.2$ nm, $q=0.5$ nm$^{-1}$ and $\varepsilon_\perp=6$, the error relative to the sheet is $1.92\times10^{-4}$ at $d=0.010$ nm and $9.60\times10^{-5}$ at half that thickness, as a linear law requires.

At finite thickness two differences remain. For small $q$, the factor multiplying $2\pi Q/q$ in (10) is $1-\ell q+O(q^2)$ with

$$\ell=\frac{\varepsilon_\parallel d}2-\frac d{2\varepsilon_\perp}=r_0+\frac d2\left(1-\frac1{\varepsilon_\perp}\right).$$

For large $q$, $t\to1$ and that factor tends to $1/n$. Very close to the charge the slab potential is therefore led by $Q/(nr)$, as in a bulk uniaxial medium, and the logarithm is lost.

## Worked example

Take the model slab $d=0.60$ nm, $\varepsilon_\parallel=15$, $\varepsilon_\perp=6$. Then

$$r_0=\frac{14\times0.60}{2}=4.2\ \text{nm},\qquad \alpha=\frac{4.2}{2\pi}=0.67\ \text{nm}.$$

With $e^2=1.440$ eV nm, the energy scale for two like elementary charges is $e^2/r_0=0.343$ eV. At $r=r_0$, $F(1)=0.7546$ and the energy is $0.343\times0.7546=0.259$ eV, against $0.343$ eV in vacuum. Energies at other separations, in eV, are:

| $r$ (nm) | Sheet | Vacuum | Slab |
|---|---|---|---|
| 0.1 | 1.329 | 14.400 | 2.046 |
| 0.5 | 0.806 | 2.880 | 0.799 |
| 1 | 0.601 | 1.440 | 0.584 |
| 10 | 0.130 | 0.144 | 0.129 |
| 50 | 0.0286 | 0.0288 | 0.0286 |

The reduction is more than tenfold at 0.1 nm and about 10% at 10 nm. No constant dielectric factor could reproduce both. The bare logarithm gives 0.532 eV at 1 nm, about 11% below the sheet value. The next term in (3) adds $0.343\times(1/4.2)=0.082$ eV and brings it to 0.613 eV, 2% above. At 10 nm the logarithm is negative and has no meaning as an approximation.

The sheet lies about 3% above the slab at 1 nm and 1% above it at 10 nm. At 0.1 nm the slab energy is 54% larger than that of the sheet; this distance is below the atomic spacing, so it compares the two continuum models and describes no real layer. The difference changes sign between 0.1 and 0.5 nm, so the close agreement at 0.5 nm partly reflects a crossing and does not show that the sheet law is accurate there.

In Fourier space the same limit of validity appears. At $q=0.1$ nm$^{-1}$ the screening factor is 1.42 for the sheet and 1.44 for the slab. At $q=3$ nm$^{-1}$ the sheet gives 13.6 and the slab 8.6, on its way to $n=9.5$. The slope length is $\ell=4.50-0.05=4.45$ nm, slightly more than $r_0$.

Half of the total charge lies within $1.17\,r_0=4.9$ nm. At 50 nm the enclosed share is still only 92%, although the potential is within 1% of its vacuum value. Further values are in the numerical output.

## Remarks on other surroundings and on validity

**Dielectric half-spaces.** Let media with constants $\varepsilon_1$ and $\varepsilon_2$ fill the two sides, and let the sheet respond in its plane only. The jump condition now applies to $D_z$:

$$(\varepsilon_1+\varepsilon_2)\,q\,\phi=4\pi(Q-\alpha q^2\phi).$$

With $\bar\varepsilon=(\varepsilon_1+\varepsilon_2)/2$ this gives

$$\phi(q)=\frac{2\pi Q}{q(\bar\varepsilon+r_0q)},\qquad \phi(r)=\frac Q{r_0}F\!\left(\frac{\bar\varepsilon r}{r_0}\right).$$

The second form follows from (1) and (2) on replacing $Q$ by $Q/\bar\varepsilon$ and $r_0$ by $r_0/\bar\varepsilon$. The surroundings reduce the distant potential to $Q/(\bar\varepsilon r)$. Near the charge they leave the coefficient $Q/r_0$ of the logarithm unchanged and shift the potential by $-(Q/r_0)\ln\bar\varepsilon$.

**Conditions.** The sheet law holds for a layer of finite thickness when $qd\ll1$ and also $s\ll1$, the latter because the expansion of $\tanh s$ was used. The second condition is the stricter one when $\varepsilon_\parallel/\varepsilon_\perp>4$; in the worked example $s=0.79\,qd$. The law also assumes that $\alpha$ does not depend on $q$, which fails at wavelengths comparable with the atomic structure. Free carriers are excluded: a conducting sheet has no finite static $\alpha$, and its long-wave screening is of another kind. Finally, a charge that moves during the response time of the sheet calls for a frequency-dependent $\alpha$.

## Calculated quantities

```
Slab thickness d = 0.60 nm
In-plane dielectric constant = 15.0
Normal dielectric constant = 6.0
Screening length r0 = 4.200 nm
Sheet polarizability alpha = 0.6685 nm
e^2 (Gaussian) = 1.43996 eV nm
Energy scale e^2/r0 = 0.34285 eV
F(1) = 0.754610 (dimensionless)
Half-charge radius = 1.1702 r0 = 4.915 nm
Slab initial slope length = 4.450 nm
Slab short-range constant n = 9.4868
Energies in eV; r in nm; Qin = enclosed charge / Q
    r    sheet     bare      log     slab     Qin
  0.1  1.32913 14.39965  1.32120  2.04645  0.0226
  0.5  0.80622  2.87993  0.76941  0.79906  0.0991
  1.0  0.60054  1.43996  0.53176  0.58388  0.1760
  2.0  0.41784  0.71998  0.29412  0.40758  0.2935
  4.2  0.25872  0.34285  0.03975  0.25417  0.4611
 10.0  0.13027  0.14400 -0.25767  0.12912  0.6724
 20.0  0.06953  0.07200 -0.49532  0.06927  0.8089
 50.0  0.02861  0.02880 -0.80947  0.02858  0.9176
Screening eps(q) = bare/screened; q in 1/nm
    q    sheet     slab
 0.01   1.0420   1.0445
 0.10   1.4200   1.4425
 0.50   3.1000   3.1319
 1.00   5.2000   4.9594
 3.00  13.6000   8.6351
Largest Fourier-test error = 2.5e-16 (unit Q/r0)
Largest ring-test error = 1.2e-07 (unit Q/r0)
Thin-slab relative error, d=0.010 nm: 1.92e-04
Thin-slab relative error, d=0.005 nm: 9.60e-05
```
